One-centre integrals in INDO and the states of a π² configuration

**Q.** CNDO already contains electron repulsion. Put two electrons into a degenerate pair of π orbitals and they repel each other. What could be missing?

**A.** The dependence of the repulsion on how the two electrons are arranged. Write

(ab|cd) = ∫∫ a(1)b(1) (1/r₁₂) c(2)d(2) dV₁dV₂

for real orthonormal orbitals, in atomic units. On one atom, CNDO replaces this by

(ab|cd) = δ_ab δ_cd γ

with the same γ for all valence orbitals. Every pair of electrons on the atom then costs γ, whether they share an orbital or not and whether their spins are parallel or not. For a shell of s and p orbitals, INDO restores all the one-centre integrals that do not vanish by symmetry.

**Q.** For s, pₓ, p_y and p_z that is 4⁴ = 256 integrals. Must each be a parameter?

**A.** No, because the angular parts are known. Let n be the unit vector from the nucleus, with components nₓ, n_y, n_z. The orbitals are

s = R_s(r)/√(4π),  pₓ = √3 nₓ R_p(r)/√(4π),

and likewise for p_y and p_z. I write x for pₓ inside integrals. Each charge cloud ab is a radial factor R_aR_b times an angular factor, taken relative to 1/(4π):

ss: 1
sx: √3 nₓ
xx: 3nₓ² = 1 + (3nₓ² − 1)
xy: 3nₓn_y

These are sums of spherical harmonics of definite degree: 1 has degree 0, nₓ has degree 1, and 3nₓ² − 1 and nₓn_y have degree 2. The repulsion has the multipole expansion

1/r₁₂ = Σ_k (r_<^k / r_>^(k+1)) P_k(n₁·n₂),

where r_< and r_> are the smaller and larger of r₁ and r₂. The addition theorem writes P_k as 4π/(2k+1) times a sum of products of harmonics of degree k. Averaging P_k(n₁·n₂) against a harmonic over the directions n₂ therefore gives zero unless its degree is k, and then returns the same harmonic of n₁ divided by 2k+1. Hence

(ab|cd) = Σ_k R^k ⟨A_k C_k⟩/(2k+1),

where A_k and C_k are the degree-k parts of the two angular factors, ⟨ ⟩ is the average over the sphere, and

R^k = ∫∫ f(r₁) g(r₂) r_<^k / r_>^(k+1) dr₁dr₂

with f = r²R_aR_b and g = r²R_cR_d. The Slater-Condon parameters are F0 (k = 0), F2 (k = 2, both clouds pp) and G1 (k = 1, both clouds sp). No numerical denominators are absorbed into them.

**Q.** I would like to see the averages, since all the fractions come from them.

**A.** By symmetry ⟨nₓ²⟩ = 1/3. Taking u = n_z as the variable,

⟨n_z⁴⟩ = ½ ∫₋₁¹ u⁴ du = 1/5.

Squaring nₓ² + n_y² + n_z² = 1 and averaging gives 1 = 3(1/5) + 6⟨nₓ²n_y²⟩, so ⟨nₓ²n_y²⟩ = 1/15. Then

⟨(√3 nₓ)²⟩ = 1
⟨(3nₓ² − 1)²⟩ = 9/5 − 2 + 1 = 4/5
⟨(3nₓ² − 1)(3n_y² − 1)⟩ = 9/15 − 1 − 1 + 1 = −2/5
⟨(3nₓn_y)²⟩ = 9/15 = 3/5

Dividing by 2k+1, which is 3 for the first line and 5 for the others, and adding the degree-0 part where there is one, we get

(ss|ss) = (ss|xx) = F0
(sx|sx) = G1/3
(xx|xx) = F0 + 4F2/25
(xx|yy) = F0 − 2F2/25
(xy|xy) = 3F2/25

The same values hold with the axes permuted, and an integral is unchanged when the orbitals within a cloud or the two clouds are exchanged. All others vanish: if any of x, y, z occurs an odd number of times, reflecting that axis changes the sign of the integral.

**Q.** You used one F0 for ss, sp and pp clouds. Their radial functions need not agree.

**A.** In general there are three values, F0(ss), F0(sp) and F0(pp). They coincide if s and p have the same radial function. Otherwise the common F0 is an approximation made by INDO, and it plays the part of γ. The numerical check compares the complete tensor, with three separate F0 values, with analytic integrals over Gaussian orbitals of unequal exponents.

**Q.** Why not make a smaller repair: keep γ for (xx|xx) and (xx|yy), and just add the exchange integral (xy|xy)?

**A.** The energy would then depend on the choice of axes. Rotate by 45°:

x′ = (x + y)/√2,  y′ = (x − y)/√2.

The cloud x′y′ equals (xx − yy)/2, so

(x′y′|x′y′) = ¼[(xx|xx) + (yy|yy) − 2(xx|yy)] = ½[(xx|xx) − (xx|yy)].

The rotated integral must equal the original one, so

(xx|xx) − (xx|yy) = 2(xy|xy).

The INDO values obey this: 4F2/25 + 2F2/25 = 6F2/25. CNDO obeys it by making both sides zero. Restoring exchange therefore requires a difference between the two Coulomb integrals as well.

**Q.** Now the π² states. Two electrons in x and y can have parallel or opposite spins, so I expect two levels.

**A.** There are four spin orbitals and so 4·3/2 = 6 states. Let the two orbitals have equal one-electron energies, which I take as zero, and leave out spin-orbit coupling. Abbreviate

J′ = (xx|xx),  J = (xx|yy),  K = (xy|xy).

The matrix element of 1/r₁₂ between the products a(1)b(2) and c(1)d(2) is (ac|bd).

A triplet needs an antisymmetric spatial function, and there is one:

[x(1)y(2) − y(1)x(2)]/√2.

Each product has energy J, and the two are connected by K with a minus sign, so E = J − K. With three spin components this accounts for three states.

The singlets need symmetric spatial functions. The first is

[x(1)y(2) + y(1)x(2)]/√2,  E = J + K.

The products x(1)x(2) and y(1)y(2) each have energy J′ and are connected by (xy|xy) = K. Their combinations are

[x(1)x(2) − y(1)y(2)]/√2,  E = J′ − K
[x(1)x(2) + y(1)y(2)]/√2,  E = J′ + K

The first singlet does not mix with these, because the integrals needed, such as (xx|xy), vanish.

**Q.** That makes four energies, not two.

**A.** It makes three, because J′ − J = 2K gives J′ − K = J + K. The two singlets at that energy belong together:

(x+iy)(1)(x+iy)(2) = x(1)x(2) − y(1)y(2) + i[x(1)y(2) + y(1)x(2)].

This function acquires the phase of two units of angular momentum about the axis, and its complex conjugate has minus two units. They form ¹Δ. The singlet x(1)x(2) + y(1)y(2) is unchanged by rotation and by the reflection y → −y, so it is ¹Σ⁺. The triplet function is unchanged by rotation but changes sign under that reflection, so it is ³Σ⁻.

Inserting the integrals for two electrons on one atom gives

E(³Σ⁻) = J − K = F0 − 2F2/25 − 3F2/25 = F0 − F2/5
E(¹Δ) = J + K = F0 − 2F2/25 + 3F2/25 = F0 + F2/25
E(¹Σ⁺) = J′ + K = F0 + 4F2/25 + 3F2/25 = F0 + 7F2/25

Both gaps are 6F2/25. In CNDO, J′ = J = γ and K = 0, so all six states lie at γ.

**Q.** If I run a calculation with the single determinant x↑y↓, which of these levels do I get?

**A.** None of them. That determinant is an equal mixture of the triplet component with zero spin projection and the open-shell singlet. Its energy is the mean of J − K and J + K, which is J. To obtain a term energy from it, it must be combined with x↓y↑ into a spin-adapted function. Some other single determinants are already pure terms: x↑y↑ is a component of ³Σ⁻ at J − K, and the determinant with both electrons in (x+iy)/√2 is a component of ¹Δ at J + K.

**Q.** And if the atom is free, with p_z degenerate too?

**A.** Then π² is not a separate configuration, and one level changes. The singlet [x(1)x(2) + y(1)y(2)]/√2, at J′ + K, is coupled to z(1)z(2), at J′, by √2 K. With e = E − J′,

(K − e)(−e) − 2K² = (e − 2K)(e + K) = 0.

The roots are J′ + 2K = F0 + 2F2/5 and J′ − K = F0 + F2/25. The second joins the ¹Δ energy to form the atomic ¹D term, and the first is ¹S. The ¹Σ⁺ formula thus presumes that an axial environment keeps p_z out of the configuration. If an empty p_z lies Δ above x and y, then z(1)z(2) is at J′ + 2Δ, and for large Δ the coupling lowers ¹Σ⁺ by about 2K²/(2Δ − K). For the model shell below, where K = 1.15 eV, an offset of 5 eV still reduces the upper gap from 2.30 to 2.01 eV.

**Q.** G1 has disappeared. Was it not supposed to contribute to the splitting?

**A.** It does not split π² itself, because no s electron takes part. Suppose a filled s² shell is present. A closed shell acts on the other electrons as a one-electron operator, with matrix elements between p orbitals a and b

2(ss|ab) − (sa|sb) = δ_ab (2F0 − G1/3).

Two π electrons therefore gain −2G1/3 from exchange with the shell, in every state alike.

G1 does split s¹p¹. By the same reasoning as above, the triplet and singlet lie at (ss|xx) ∓ (sx|sx), so

E(¹P) − E(³P) = 2G1/3.

**Q.** Is the uniform shift still true if configurations are allowed to mix?

**A.** Not in general. The ¹Σ⁺ state of s²π² can mix with π⁴. From s²x² the s pair moves into y, and from s²y² it moves into x. Each transfer has matrix element G1/3, so the coupling is 2(G1/3)/√2 = √2 G1/3. The configuration π⁴ is a closed shell and hence ¹Σ⁺, so ³Σ⁻ and ¹Δ do not mix with it. The statement that F2 alone splits π² belongs to a fixed configuration.

**Q.** How large is the splitting? A factor of 6/25 could make it negligible.

**A.** Take a model shell whose s and p orbitals share the radial function r e^(−ζr), with ζ = 2 bohr⁻¹. It represents no particular element. The normalized radial density is

f(r) = (2ζ)⁵ r⁴ e^(−2ζr)/4!.

The regions r₂ < r₁ and r₂ > r₁ contribute equally. With t = 2ζr, and with a = 3 − k and n = 4 + k,

R^k = 2·(2ζ/24²) ∫₀^∞ t^a e^(−t) [∫₀^t v^n e^(−v) dv] dt.

The prefactor is ζ/144. Repeated integration by parts gives the inner integral as n![1 − e^(−t) Σ_j t^j/j!], with j running from 0 to n. The outer integral then gives

R^k = (ζ/144) n! [a! − Σ_j (a+j)!/(j! 2^(a+j+1))].

For k = 2 we have a = 1 and n = 6, so the factor in front is 5ζ and the sum is

1/4 + 2/8 + 3/16 + 4/32 + 5/64 + 6/128 + 7/256 = 247/256.

Hence F2 = 5ζ(1 − 247/256) = 45ζ/256. For k = 0 the sum is 978/256 and F0 = (ζ/6)(6 − 978/256) = 93ζ/256. For k = 1 it is 438/256 and G1 = (5ζ/6)(2 − 438/256) = 185ζ/768.

With ζ = 2 and 1 hartree = 27.2114 eV,

F0 = 19.77 eV,  G1 = 13.11 eV,  F2 = 9.57 eV.

The one-centre integrals are then

(sx|sx) = 13.11/3 = 4.37 eV
(xx|xx) = 19.77 + 4(9.57)/25 = 21.30 eV
(xx|yy) = 19.771 − 2(9.567)/25 = 19.01 eV
(xy|xy) = 3(9.57)/25 = 1.15 eV

and the π² levels are

³Σ⁻: 17.86 eV
¹Δ: 20.15 eV
¹Σ⁺: 22.45 eV

Each gap is 2.30 eV, or about 18 500 cm⁻¹. CNDO with γ = F0 puts all six states at 19.77 eV. The closed s² shell would shift every level by −2(13.11)/3 = −8.74 eV through exchange and leave the gaps alone.

These integrals follow from the chosen orbital. If F2 is instead fitted to spectra, the gap changes in proportion to it.

**Q.** In a molecule the π orbital spreads over two atoms. Does the one-centre argument survive?

**A.** Yes, with a weight. Let

πₓ = c_A x_A + c_B x_B,  π_y = c_A y_A + c_B y_B,  c_A² + c_B² = 1.

INDO neglects clouds such as x_A y_B, and between atoms it keeps only (aa|bb) = γ_AB. The cloud πₓπ_y is then the sum of c_A² x_Ay_A and c_B² x_By_B, and

K = (πₓπ_y|πₓπ_y) = (3/25)(c_A⁴F2_A + c_B⁴F2_B).

The Coulomb integrals J′ = (πₓπₓ|πₓπₓ) and J = (πₓπₓ|π_yπ_y) both contain 2c_A²c_B²γ_AB, which cancels in their difference:

J′ − J = (6/25)(c_A⁴F2_A + c_B⁴F2_B) = 2K.

The term energies keep their form, and each gap is 2K. For equal atoms c_A² = c_B² = 1/2, so the gap is

(6/25)(1/4 + 1/4)F2 = 3F2/25 = 1.15 eV,

or about 9260 cm⁻¹ for the model shell. It is half the one-centre value because two electrons in this orbital are on the same atom with probability 1/2.

For equal atoms in INDO, the same gap holds for two electrons in the antibonding pair outside a filled bonding π shell. The filled shell acts equally on both antibonding orbitals, and these have the same c⁴ on each atom. The factor 1/2, and its equality for the two pairs, rest on the neglect of overlap and of two-centre integrals. With exact integrals over oxygen 2p orbitals (STO-6G, ζ = 2.25 bohr⁻¹) at the O₂ bond length, where the π overlap is 0.15, the factor is 0.52 for the bonding pair and 0.57 for the antibonding pair.

**Q.** Would NDDO give the same number?

**A.** Not in general. NDDO also retains (x_Ay_A|x_By_B), which adds 2c_A²c_B²(x_Ay_A|x_By_B) to K. The 45° argument applies to any π pair treated with rotational symmetry about the axis, so the two gaps remain equal, but their size changes.

**Q.** Perhaps the CNDO degeneracy only reflects the fixed orbitals. Configuration interaction might remove it.

**A.** Not within the π space of two equal atoms. Give each electron a site, A or B, and one of four flavours: x↑, x↓, y↑, y↓. Let β be the hopping energy between the atoms, equal for x and y, and set the site energies to zero. In CNDO, both the hopping and the repulsion act on the sites and leave the flavours alone. The six states have the six antisymmetric flavour functions of two electrons, all combined with the same symmetric site function. Since the Hamiltonian does not see the flavour, their energies agree after full configuration interaction.

The symmetric site functions that matter are

I = (AA + BB)/√2, with energy F0
C = (AB + BA)/√2, with energy γ_AB

Hopping either electron turns AA into BA + AB, and BB does the same, so hopping takes I into 2βC. The function (AA − BB)/√2 does not couple to these. The lower root is

E = (F0 + γ_AB)/2 − √{[(F0 − γ_AB)/2]² + 4β²}.

**Q.** And in INDO?

**A.** When both electrons are on one atom, their flavour function is one of the one-centre terms Γ found above, with energy U_Γ. When they are on different atoms, the energy is γ_AB for every term. So F0 is replaced by U_Γ:

E_Γ = (U_Γ + γ_AB)/2 − √{[(U_Γ − γ_AB)/2]² + 4β²}.

Take γ_AB = 12 eV and β = −5 eV. CNDO puts all six states at 5.16 eV. INDO gives

³Σ⁻: 4.51 eV
¹Δ: 5.28 eV
¹Σ⁺: 5.94 eV

**Q.** The gaps are now 0.77 and 0.66 eV. They are smaller than 1.15 eV, and no longer equal. Why?

**A.** Both features follow from how E depends on U, the energy of two electrons on one atom. The derivative dE/dU is the probability P of finding them there:

P = ½{1 − (U − γ_AB)/√[(U − γ_AB)² + 16β²]}.

At U = F0 this is ½(1 − 7.77/21.46) = 0.32, below the 1/2 of the fixed orbital, because the electrons avoid the costlier arrangement. To first order in F2, each gap is

P·6F2/25 = 0.319 × 2.296 eV ≈ 0.73 eV,

which lies between the two computed gaps. For the lower gap, the program confirms that the ratio of the computed gap to this estimate is within 0.1% of 1 when F2 is reduced a thousandfold.

The inequality is of second order. Differentiating once more,

dP/dU = −8β²/[(U − γ_AB)² + 16β²]^(3/2) < 0.

The three U_Γ are equally spaced, but E rises less steeply as U grows, so the upper gap is smaller.

**Q.** What happens at the extremes of β?

**A.** For |β| much larger than the differences U_Γ − γ_AB, P tends to 1/2 and both gaps return to 3F2/25. For β → 0, with every U_Γ above γ_AB, P tends to zero. The electrons then sit on different atoms, and the splitting vanishes in INDO too, since its two-centre repulsion does not distinguish the terms. In that regime the two-centre integrals that INDO omits can no longer be regarded as small corrections to the splitting.

Numbers as computed

```
largest error of one-centre tensor: 4.9e-15 hartree
zeta = 2.0 1/bohr
F0/zeta, G1/zeta, F2/zeta = 93/256, 185/768, 45/256 (atomic units)
hartree in eV = 27.211386 eV
F0 = 19.7708 eV
G1 = 13.1097 eV
F2 = 9.5665 eV
(ss|ss) = (ss|xx) = 19.7708 eV
(sx|sx) = 4.3699 eV
(xx|xx) = 21.3014 eV
(xx|yy) = 19.0055 eV
(xy|xy) = 1.1480 eV
CNDO one-centre pi^2, all six states: 19.7708 eV
CNDO spread of the six states: 0.0000 eV
INDO 3Sigma-: E = 17.8575 eV, states = 3
  S^2, Lz^2, reflection = 2.0, 0.0, -1.0 (hbar units; mean)
INDO 1Delta: E = 20.1534 eV, states = 2
  S^2, Lz^2, reflection = 0.0, 4.0, 0.0 (hbar units; mean)
INDO 1Sigma+: E = 22.4494 eV, states = 1
  S^2, Lz^2, reflection = 0.0, 0.0, 1.0 (hbar units; mean)
gap 1Delta - 3Sigma- = 2.2960 eV = 18518 cm^-1
gap 1Sigma+ - 1Delta = 2.2960 eV = 18518 cm^-1
G1 shift of every s^2 pi^2 state = -8.7398 eV
1P - 3P gap of s^1 p^1 = 8.7398 eV
pair model: gamma_AB = 12.0 eV, beta = -5.0 eV
fixed-orbital pair gap (both gaps) = 1.1480 eV = 9259 cm^-1
CNDO pi-space CI, six lowest states: 5.1571 eV
CNDO pi-space CI, spread of the six: 0.0000 eV
CNDO CI probability of both electrons on one atom = 0.3189
INDO pi-space CI 3Sigma-: 4.5087 eV
INDO pi-space CI 1Delta: 5.2777 eV
INDO pi-space CI 1Sigma+: 5.9421 eV
INDO CI gap 1Delta - 3Sigma- = 0.7690 eV
INDO CI gap 1Sigma+ - 1Delta = 0.6644 eV
first-order estimate of CI gap = 0.7322 eV
CI gap / first-order gap at F2/1000 = 1.00005
```
